# Current transfer length under a metal contact to a thin layer

## Problem

A thin conducting layer with sheet resistance $R_s=100$ ohms per square carries a steady current under a flat metal contact of length $L$ and width $W$. The interface has specific contact resistivity $\rho_c=1\times10^{-9}\ \Omega\,\mathrm{cm^2}$: a voltage $V$ across it drives a current density $V/\rho_c$. The current $I_0$ enters at the contact edge $x=0$, and no current leaves the layer at $x=L$.

Take the metal as an equipotential, the flow as uniform along $W$, and $R_s$ as the same under the contact as beside it. Treat the layer as a sheet, with one potential at each $x$.

(a) Find the current $I(x)$ that remains in the layer.

(b) Show that in a long contact the current transfers to the metal over about 32 nm, and state what "over" means here.

(c) Find the contact resistance. Compare a long contact with one of length 20 nm.

(d) The layer is 20 nm thick, and the metal is a ruthenium film of thickness 20 nm and resistivity $15\ \mu\Omega\,\mathrm{cm}$. Find how far each of these facts changes the transfer length.

(e) The contact carries 1 mA per micrometre of width at 300 K, and the layer holds $5\times10^{20}$ carriers per $\mathrm{cm^3}$. Judge whether an ohmic interface and a local Ohm's law are justified.

## Solution

### (a) Current left in the layer

Let $V(x)$ be the potential of the layer relative to the metal. Count $I(x)$ as positive towards increasing $x$, and the interface current as positive from layer to metal.

A slice of the layer between $x$ and $x+dx$ has length $dx$ and width $W$, so its lateral resistance is $R_s\,dx/W$. The potential falls in the direction of the current:

$$\frac{dV}{dx}=-\frac{R_s}{W}\,I .\tag{1}$$

The same slice has interface area $W\,dx$ and loses the current $(V/\rho_c)\,W\,dx$ to the metal. In a steady state no charge accumulates, so this loss is the decrease of $I$:

$$\frac{dI}{dx}=-\frac{W}{\rho_c}\,V .\tag{2}$$

Differentiate (2) and insert (1). The two minus signs cancel, and so does $W$:

$$\frac{d^2I}{dx^2}=-\frac{W}{\rho_c}\frac{dV}{dx}=\frac{R_s}{\rho_c}\,I=\frac{I}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_s}} .\tag{3}$$

The unit of $\rho_c/R_s$ is $\Omega\,\mathrm{cm^2}/\Omega=\mathrm{cm^2}$, so $L_T$ is a length. It is called the transfer length.

The general solution of (3) can be written with the origin at the far end,

$$I(x)=C\sinh\frac{L-x}{L_T}+D\cosh\frac{L-x}{L_T}.$$

At $x=L$ the first term vanishes and the second equals $D$, so $I(L)=0$ requires $D=0$. The condition $I(0)=I_0$ then gives $C=I_0/\sinh(L/L_T)$. Hence

$$I(x)=I_0\,\frac{\sinh[(L-x)/L_T]}{\sinh(L/L_T)} .\tag{4}$$

### (b) The transfer length

In a long contact, $L\gg L_T$, and at points many $L_T$ from the far end, each hyperbolic sine in (4) is close to half its growing exponential. The factors $e^{L/L_T}$ cancel, leaving

$$I(x)\simeq I_0\,e^{-x/L_T}.\tag{5}$$

The numbers give

$$L_T=\sqrt{\frac{1\times10^{-9}\ \Omega\,\mathrm{cm^2}}{100\ \Omega}}=\sqrt{1\times10^{-11}\ \mathrm{cm^2}}=3.16\times10^{-6}\ \mathrm{cm}=31.6\ \mathrm{nm},$$

which is about 32 nm, as was to be shown.

This is an e-folding length, not a distance within which the whole current has crossed. By (5), the fraction transferred within a distance $x$ is $1-e^{-x/L_T}$: 63% within $L_T$, 86% within $2L_T$ and 95% within $3L_T$, or 95 nm.

It is also the mean distance that the current travels under a long contact before crossing. The fraction that crosses between $x$ and $x+dx$ is $-(dI/dx)\,dx/I_0$. Integration by parts gives

$$\langle x\rangle=-\frac1{I_0}\int_0^L x\,\frac{dI}{dx}\,dx
=-\left[\frac{xI}{I_0}\right]_0^L+\frac1{I_0}\int_0^L I\,dx .$$

The bracket vanishes at both ends, because $x=0$ at one and $I=0$ at the other. With (4), the remaining integral is

$$\langle x\rangle=L_T\,\frac{\cosh(L/L_T)-1}{\sinh(L/L_T)}=L_T\tanh\frac{L}{2L_T}.\tag{6}$$

The last step uses $\cosh 2a-1=2\sinh^2a$ and $\sinh2a=2\sinh a\cosh a$ with $a=L/(2L_T)$. For $L\gg L_T$ the hyperbolic tangent tends to 1 and $\langle x\rangle\to L_T$. For $L\ll L_T$ it tends to its argument and $\langle x\rangle\to L/2$, the value for uniform crossing.

The size of $L_T$ reflects a competition. To travel a distance $x$ along the layer costs a resistance $R_sx/W$, which grows with $x$. To cross an interface of length $x$ costs $\rho_c/(Wx)$, which falls with $x$. The two are equal when $x^2=\rho_c/R_s$, that is, at $x=L_T$. A more resistive interface spreads the current further, and a more resistive layer confines it nearer the edge.

### (c) Contact resistance, long and short

Equation (2) gives the voltage from the derivative of (4):

$$V(x)=-\frac{\rho_c}{W}\frac{dI}{dx}=\frac{\rho_cI_0}{WL_T}\,\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)} .\tag{7}$$

Since $\rho_c=R_sL_T^2$, the prefactor equals $R_sL_TI_0/W$. The contact resistance is $R_c=V(0)/I_0$, so

$$R_cW=R_sL_T\coth\frac{L}{L_T}.\tag{8}$$

**Long contact.** Here $\coth(L/L_T)\to1$, and

$$R_cW=100\ \Omega\times31.62\ \mathrm{nm}=3162\ \Omega\,\mathrm{nm}=3.16\ \Omega\,\mu\mathrm{m}.$$

The approach to this limit is fast. For large $u=L/L_T$, $\coth u\simeq1+2e^{-2u}$. At $u=3$ the second term is about 0.005, so with $\rho_c$ and $R_s$ fixed, lengthening the contact beyond $3L_T$ lowers this model's resistance by about 0.5% at most.

**Short contact.** For small $u$,

$$\coth u=\frac{\cosh u}{\sinh u}\simeq\frac{1+u^2/2}{u(1+u^2/6)}\simeq\frac1u+\frac u3 ,$$

and therefore

$$R_cW\simeq\frac{\rho_c}{L}+\frac{R_sL}{3}.\tag{9}$$

The first term is the resistance of an interface used uniformly. The second is the leading contribution of the layer beneath it. For $L=20$ nm, $u=0.632$. The first term is $5.00\ \Omega\,\mu\mathrm{m}$ and the second is $0.67\ \Omega\,\mu\mathrm{m}$, which add to 5.67. The full formula (8) gives $5.65\ \Omega\,\mu\mathrm{m}$.

The short contact thus has 1.8 times the resistance of the long one. Its current does not have 32 nm available and uses the whole length. By (7), the interface current density at the far end is $1/\cosh(0.632)=0.83$ of that at the entry edge. By (6), the mean transfer distance is 9.7 nm, close to $L/2=10$ nm.

### (d) Thickness of the layer and resistance of the metal

**Thickness.** In a layer of thickness $t$ the potential also varies with height. Measure $y$ upwards from the insulating bottom, and let $\phi(x,y)$ be the potential relative to the metal. For a uniform resistivity $\rho=R_st$, steady flow obeys Laplace's equation. A solution that decays along $x$ and has no vertical current at $y=0$ is

$$\phi\propto e^{-kx}\cos ky .$$

At the top, the current density arriving through the layer must equal that crossing the interface:

$$-\frac1\rho\frac{\partial\phi}{\partial y}\bigg|_{y=t}=\frac{\phi(x,t)}{\rho_c}
\quad\Rightarrow\quad \frac{k\sin kt}{R_st}=\frac{\cos kt}{\rho_c}.$$

Multiply by $R_st^2/\cos kt$ and use $R_s/\rho_c=1/L_T^2$:

$$kt\,\tan kt=\left(\frac{t}{L_T}\right)^2\equiv s .\tag{10}$$

The smallest positive root gives the slowest decay. The next root lies above $kt=\pi$, because the tangent is negative between $\pi/2$ and $\pi$. Its decay length is therefore below $t/\pi\approx6$ nm, and it matters only near the edges.

For small $s$, put $z=kt$ and expand $z\tan z\simeq z^2+z^4/3$. Then $z^2\simeq s-s^2/3$, and the decay length is

$$\frac1k=\frac tz\simeq\frac{t}{\sqrt s}\left(1-\frac s3\right)^{-1/2}\simeq L_T\left(1+\frac{t^2}{6L_T^2}\right).\tag{11}$$

With $t=20$ nm, $s=400/1000=0.40$, and (11) gives $31.6\times1.067=33.7$ nm. The numerical root of (10) also gives 33.7 nm. The thickness lengthens the decay by about 7%.

A numerical solution of the two-dimensional flow gives the same decay length, with 61% of the current transferred within 31.6 nm instead of 63%. It raises $R_cW$ from 3.16 to $3.34\ \Omega\,\mu\mathrm{m}$ for a contact of 320 nm, and from 5.65 to $6.23\ \Omega\,\mu\mathrm{m}$ for one of 20 nm. The sheet model thus underestimates the resistance, by more in the short contact. When the same calculation was made for a layer 1 nm thick, with $R_s$ held fixed, $R_c$ agreed with (8) to within 0.3% for both lengths.

**Metal.** The ruthenium film has sheet resistance

$$R_m=\frac{15\times10^{-6}\ \Omega\,\mathrm{cm}}{20\times10^{-7}\ \mathrm{cm}}=7.5\ \Omega\ \text{per square}.$$

Suppose that the current leaves through the metal at the far end, $x=L$. The metal then carries $I_0-I$ towards increasing $x$, and its potential also falls. With $V=V_s-V_m$, the difference between the potentials of layer and metal,

$$\frac{dV}{dx}=-\frac{R_sI}{W}+\frac{R_m(I_0-I)}{W}=-\frac{(R_s+R_m)I-R_mI_0}{W}.$$

Equation (2) still holds. Differentiating it gives

$$\frac{d^2I}{dx^2}=\frac{(R_s+R_m)I-R_mI_0}{\rho_c}.\tag{12}$$

The constant $I=I_0R_m/(R_s+R_m)$ solves this equation, and departures from it decay over $\sqrt{\rho_c/(R_s+R_m)}$. That length is 30.5 nm, about 4% below $L_T$. In the middle of a long contact, $7.5/107.5=7.0\%$ of the current stays in the layer. There the two conductors share the current in parallel, and the remainder crosses near the far end.

The two corrections, each taken alone, have opposite signs. Neither moves the transfer length far from 32 nm.

### (e) Ohmic interface and local conduction

**Voltage.** In the long contact the edge voltage is

$$V(0)=1\ \mathrm{mA}/\mu\mathrm{m}\times3.16\ \Omega\,\mu\mathrm{m}=3.16\ \mathrm{mV}.$$

The current density there is $V(0)/\rho_c=3.2\times10^6\ \mathrm{A/cm^2}$. In the 20 nm contact the edge voltage is 5.65 mV.

To size a possible nonlinearity, suppose that the interface followed a diode law, $j\propto e^{v}-1$ with $v=eV/k_BT$, and had the given $\rho_c$ at small forward voltage. Its current would exceed the ohmic value by the fraction $(e^v-1)/v-1$. With $k_BT/e=25.9$ mV, this is 6% for the long contact and 12% for the short one, at the edge where the voltage is largest. An ohmic interface is therefore a fair approximation at this current. A heavily doped contact conducts largely by tunnelling, whose voltage scale is not calculated here, so these percentages are estimates for the assumed law.

**Mean free path.** The layer's resistivity is $\rho=R_st=2.0\times10^{-4}\ \Omega\,\mathrm{cm}$. With carrier density $n$, the mobility is $\mu=1/(en\rho)=62\ \mathrm{cm^2/(V\,s)}$. For one spherical band filled up to the Fermi wavevector $k_F=(3\pi^2n)^{1/3}=2.46\ \mathrm{nm^{-1}}$, the speed is $\hbar k_F/m$ and the scattering time is $\tau=m\mu/e$. The mass $m$ cancels in their product:

$$\ell=\frac{\hbar k_F}{m}\,\frac{m\mu}{e}=\frac{\hbar k_F\mu}{e}\approx10\ \mathrm{nm}.$$

This is a third of $L_T$ but half of the layer thickness and half of the short contact's length. In n-type silicon the carriers are shared among six valleys, so $k_F$ is smaller, and the same mobility gives a mean free path about half as long. The implied mobility is also high for silicon: empirical fits at this density give roughly $30\ \mathrm{cm^2/(V\,s)}$, which would mean about 200 ohms per square for a 20 nm layer and a still shorter mean free path. Local Ohm's law is thus reasonable for the decay along a long contact. With the one-band value it is doubtful for the details of the flow across the layer and for the 20 nm contact, where a transport calculation that follows the carriers between collisions would be needed.

## The numbers beside a real contact

The values are rough ones for the source and drain contacts of a modern logic transistor. The flat geometry is a simplification: in such a device the metal can wrap around a shaped source or drain, and the current then spreads in three dimensions. A contact resistivity of $10^{-9}\ \Omega\,\mathrm{cm^2}$ and a carrier density of $5\times10^{20}\ \mathrm{cm^{-3}}$ stand for a very good contact to a very heavily doped layer. This $\rho_c$ is within a factor of about 4 of the ballistic value $(h/2e^2)(4\pi/k_F^2)\approx2.7\times10^{-10}\ \Omega\,\mathrm{cm^2}$ for the one-band $k_F$ above, so it cannot be lowered without limit at this carrier density. If $\rho_c$ were twice as large at the same $R_s$, $L_T$ would be 45 nm. If heating raised $R_s$ by 10% at the same $\rho_c$, it would be 30 nm. With the $\rho_c$ and $R_s$ of the problem, a contact with a length near 20 nm is not in the long-contact limit: its resistance in this model is $5.65\ \Omega\,\mu\mathrm{m}$ instead of 3.16. Etching or reaction with the metal can also change the layer under the contact. If $R_s$ there were doubled at fixed $\rho_c$, $L_T$ would fall by a factor $\sqrt2$ to 22 nm. The numerical output below lists the main values; the 22 nm for a doubled $R_s$ is not among them and follows from $31.6/\sqrt2$.

## Calculated quantities

```
Specific contact resistivity: 1.0e-09 ohm cm2
Sheet resistance: 100 ohm per square
Transfer length L_T: 3.162e-06 cm = 31.62 nm
Long contact, transferred within 1 L_T: 63.2 %
Long contact, transferred within 2 L_T: 86.5 %
Long contact, transferred within 3 L_T: 95.0 %
Distance for 95 % transfer: 94.7 nm
Lateral resistance x width at x = L_T: 3.162 ohm um
Interface resistance x width at L_T: 3.162 ohm um
Long contact length: 320 nm = 10.12 L_T
Long contact R_c W: 3.162 ohm um
Long contact mean transfer distance: 31.62 nm
Short contact length: 20 nm = 0.632 L_T
Short contact R_c W: 5.650 ohm um
Short contact rho_c/L alone: 5.000 ohm um
Short contact mean distance: 9.68 nm
Short contact far/near current density: 0.829
Layer thickness: 20 nm
Layer resistivity: 2.00e-04 ohm cm
Decay length with thickness, mode equation: 33.71 nm
Decay length with thickness, series: 33.73 nm
Decay length with thickness, 2D flow: 33.71 nm
2D flow, transferred within L_T: 61.3 %
2D flow, long contact R_c W: 3.343 ohm um
2D flow, short contact R_c W: 6.232 ohm um
Ruthenium film: 15 microohm cm, 20 nm
Ruthenium sheet resistance: 7.50 ohm per square
Decay length with resistive metal: 30.50 nm
Decay length from two-rail network: 30.50 nm
Current left in sheet in mid-contact: 7.0 %
Carrier density: 5.0e+20 per cm3
Mobility implied: 62.4 cm2/Vs
Fermi wavevector, one band: 2.46 per nm
Mean free path, one band: 10.1 nm
Current per width: 1.0 mA/um
Edge current density, long contact: 3.16e+06 A/cm2
Edge voltage, long contact: 3.16 mV
Edge voltage, short contact: 5.65 mV
Thermal voltage at 300 K: 25.85 mV
Diode-law excess, long contact: 6.4 %
Diode-law excess, short: 11.8 %
L_T if R_s rises by 10 %: 30.15 nm
L_T if rho_c doubles: 44.72 nm
```
